\section*{Penn's single-pole algorithm and momentum integration near threshold}

\section{A grid that works at 50 eV and fails near threshold}

An optical energy-loss spectrum gives the response of a resist at zero momentum transfer. An electron crossing the resist transfers finite momentum with every energy loss, so its mean free path cannot be computed from the optical spectrum until that spectrum has been extended in momentum. A second difficulty then appears in the integration. For the model resist treated below, a uniform momentum grid of step $0.1\,\mathrm{bohr}^{-1}$ reproduces the inverse mean free path at 50 eV to 0.04\%. At 7.77 eV, just above the loss threshold of the model, the same grid returns a rate of zero, hence an infinite mean free path, because the whole allowed momentum interval lies between two grid points.

Both difficulties can be treated with one plasmon pole per optical loss. The momentum integral then has a closed form, against which quadrature rules can be judged.

\section{The rate in terms of the loss function}

Formulas are in atomic units, $\hbar=m=e=1$; energies are quoted in eV and lengths in nm, except that momenta stay in $\mathrm{bohr}^{-1}$. The medium is homogeneous and isotropic and initially in its ground state. The electron is nonrelativistic, with energy $E=k^2/2$ measured from the bottom of a parabolic conduction band. Exchange with the electrons of the medium and phonon losses are omitted.

Let $v_q=4\pi/q^2$, and let $S(q,\omega)=V^{-1}\sum_n|\langle n|\rho_{\mathbf q}|0\rangle|^2\delta(\omega-\omega_{n0})$ describe the density excitations in volume $V$. To first Born order the golden rule gives the rate
\begin{equation}
\Gamma=2\pi\int\!\frac{d^3q}{(2\pi)^3}\,v_q^2\,S(q,\omega),\qquad \omega=kq\mu-\frac{q^2}{2},
\end{equation}
where $\mu$ is the cosine of the angle between $\mathbf k$ and $\mathbf q$. The expression for $\omega$ is the energy lost by the electron, $k^2/2-|\mathbf k-\mathbf q|^2/2$. Linear response gives $1/\varepsilon=1+v_q\chi$ with $\mathrm{Im}\,\chi=-\pi S$ for $\omega>0$. The loss function is therefore $L\equiv\mathrm{Im}[-1/\varepsilon]=\pi v_qS$, and $2\pi v_q^2S=2v_qL$. With $d^3q=2\pi q^2\,dq\,d\mu$,
\begin{equation}
\Gamma=2\,\frac{2\pi\cdot4\pi}{8\pi^3}\int dq\,d\mu\,L=\frac{2}{\pi}\int dq\,d\mu\,L .
\end{equation}
At fixed $q$, $d\mu=d\omega/(kq)$. Dividing $\Gamma$ by the speed $k$ and using $k^2=2E$ gives the inverse mean free path
\begin{equation}
\frac1\lambda=\frac{1}{\pi E}\iint_{0<\omega\le kq-q^2/2}\frac{dq}{q}\,d\omega\,L(q,\omega). \label{eq:imfp}
\end{equation}
The limit on $\omega$ is the condition $\mu\le1$.

\section{One plasmon by hand}

Take a medium whose optical spectrum is a single line at energy $W$. The simplest response with one resonance is
\begin{equation}
\frac1\varepsilon=1+\frac{W^2}{\omega^2-\omega_q^2+i0^+},\qquad
L=\pi W^2\delta(\omega^2-\omega_q^2)=\frac{\pi W^2}{2\omega_q}\,\delta(\omega-\omega_q) \label{eq:pole}
\end{equation}
for $\omega>0$, with $\omega_{q=0}=W$.

The dispersion $\omega_q$ can be fixed by static screening, since \eqref{eq:pole} gives $1-1/\varepsilon(q,0)=W^2/\omega_q^2$. An electron gas of density $n$ with plasma energy $W$ has $W^2=4\pi n$ and $n=v_F^3/(3\pi^2)$, so $v_F=(3\pi W^2/4)^{1/3}$. At small $q$ it screens as $\varepsilon=1+\kappa^2/q^2$ with $\kappa^2=3W^2/v_F^2$, which gives $\omega_q^2=W^2(1+q^2/\kappa^2)=W^2+v_F^2q^2/3$. At large $q$ each electron responds as if free, with excitation energy $q^2/2$. Then $\varepsilon-1\simeq W^2/(q^2/2)^2$ and $\omega_q^2\to q^4/4$. A simple interpolation joins the two limits:
\begin{equation}
\omega_q^2=W^2+a\,q^2+\frac{q^4}{4},\qquad a=\beta v_F^2,\quad \beta=\tfrac13. \label{eq:disp}
\end{equation}
Integrals of the Lindhard function for $W=20$ eV give 0.3334 for the small-$q$ coefficient of $v_F^2q^2$ and 0.2495 for the large-$q$ coefficient of $q^4$. The zero of the dynamic Lindhard function, which is the plasmon itself, gives 0.601 at small $q$, in agreement with the known value $3/5$. With its strength fixed at $W^2$, as the $f$-sum requires, one pole cannot match both static screening and the plasmon, so the choice of $\beta$ is part of the model.

A loss is allowed where $\omega_q\le kq-q^2/2$. The right side must be positive, so both sides may be squared. The terms $q^4/4$ cancel:
\begin{align}
k^2q^2-kq^3+\frac{q^4}{4}&\ge W^2+aq^2+\frac{q^4}{4},\nonumber\\
kq^3-(k^2-a)q^2+W^2&\le0. \label{eq:cubic}
\end{align}
The allowed momenta lie between the two positive roots $q_1<q_2$. At a root $kq=k^2-a-W^2/q^2<k^2$, so $q<k$ and the squaring has added no false solution.

For $W=20$ eV and $E=80$ eV, $k=2.42485$ and $a=1.08374^2/3=0.39149$. The roots are $q_1=0.34036$ and $q_2=2.21812$. With $W^2=0.5402$ and $k^2-a=5.4884$, the left side of \eqref{eq:cubic} at $q_1$ is $0.0956-0.6358+0.5402=0$.

Inserting \eqref{eq:pole} in \eqref{eq:imfp} leaves the integral of $1/(q\omega_q)$. Put $s=1/q^2$, so that $dq/q=-ds/(2s)$ and $\omega_q=\sqrt{Q}/s$ with $Q=W^2s^2+as+\tfrac14$. Then
\begin{equation}
\int\frac{dq}{q\,\omega_q}=-\frac12\int\frac{ds}{\sqrt Q}
=-\frac{1}{2W}\ln\!\left(2W\sqrt Q+2W^2s+a\right).
\end{equation}
Differentiation confirms this: with $Q'=2W^2s+a$, the derivative of the logarithm is $(WQ'/\sqrt Q+2W^2)/(2W\sqrt Q+Q')=W/\sqrt Q$. Factoring $1/q^2$ out of the bracket and inserting the limits,
\begin{equation}
\int_{q_1}^{q_2}\!\frac{dq}{q\,\omega_q}=\frac{\Lambda}{2W},\qquad
\Lambda=\ln\!\left[\frac{q_2^2}{q_1^2}\,
\frac{2W^2+aq_1^2+2W\omega_{q_1}}{2W^2+aq_2^2+2W\omega_{q_2}}\right]. \label{eq:log}
\end{equation}
Here $\omega_{q_1}=0.7674$ and $\omega_{q_2}=2.9186$, so $\Lambda=\ln(42.47\times2.2538/7.2968)=2.574$. Dividing by $2W=1.4700$ gives 1.751, and direct quadrature gives the same value.

The full strength of this line is $\pi W^2/2$ in \eqref{eq:pole}, so
\begin{equation}
\frac1\lambda=\frac{1}{\pi E}\,\frac{\pi W^2}{2}\,\frac{\Lambda}{2W}=\frac{W\Lambda}{4E}
=\frac{20\times2.574}{320}=0.161\ \mathrm{bohr}^{-1},
\end{equation}
or $\lambda=0.33$ nm. Occupied final states have not been excluded here, so this is the mean free path of the one-line model and not of a metal.

\section{The general spectrum}

Penn's construction represents the medium by electron gases of all plasma energies $W$, with weights $g(W)$. At $q=0$ each contributes $(\pi W/2)\delta(\omega-W)$, so the measured optical function $L_0$ is recovered if $g(W)=2L_0(W)/(\pi W)$. At finite $q$,
\begin{equation}
L(q,\omega)=\int dW\,L_0(W)\,\frac{W}{\omega_q(W)}\,\delta\big(\omega-\omega_q(W)\big). \label{eq:penn}
\end{equation}
To remove the delta function, note that $a\propto W^{4/3}$. Differentiating \eqref{eq:disp} gives $2\omega_q\,d\omega_q/dW=2W+4aq^2/(3W)$. Dividing $W/\omega_q$ by $d\omega_q/dW$ cancels $\omega_q$:
\begin{equation}
L(q,\omega)=\frac{L_0(W)}{1+2aq^2/(3W^2)},\qquad \omega_q(W)=\omega . \label{eq:elf}
\end{equation}
Each optical loss moves to higher energy as $q$ grows. Multiplying \eqref{eq:penn} by $\omega$ and integrating gives $\int\omega L\,d\omega=\int WL_0\,dW$ at every $q$, so the $f$-sum is preserved.

For the mean free path \eqref{eq:elf} is not needed. Insert \eqref{eq:penn} in \eqref{eq:imfp} and do the momentum integral first, at fixed $W$. Equation \eqref{eq:log} applies to each $W$, and the factor $W$ cancels against $1/(2W)$:
\begin{equation}
\boxed{\;\frac1\lambda=\frac{1}{2\pi E}\int_{E_g}^{W_{\max}(E)}dW\,L_0(W)\,\Lambda(E,W)\;} \label{eq:main}
\end{equation}
Here $L_0=0$ below the gap $E_g$, and $W_{\max}$ is the largest optical loss for which \eqref{eq:cubic} has positive roots.

At high energy and fixed $W$ the roots tend to $q_1\simeq W/k$ and $q_2\simeq k$, with $\omega_{q_1}\simeq W$ and $\omega_{q_2}\simeq k^2/2$. Then
\begin{equation}
\Lambda\simeq\ln\!\left[\frac{k^4}{W^2}\,\frac{4W^2}{(a+W)k^2}\right]=\ln\frac{8E}{W+a},
\end{equation}
which is the Bethe form. For the resist below it differs from \eqref{eq:main} by 0.06\% at 10 keV. This checks the nonrelativistic formula; it is not a prediction for real 10 keV electrons.

\section{Where the momentum window closes}

Divide \eqref{eq:cubic} by $q^2$: a loss is possible if $k^2-a\ge kq+W^2/q^2$ for some $q$. The right side is smallest at $q_*^3=2W^2/k$, where $W^2/q_*^2=kq_*/2$. The condition becomes
\begin{equation}
k^2-a\ge\tfrac32kq_*=\tfrac32\,2^{1/3}(kW)^{2/3}. \label{eq:thr}
\end{equation}
With $y=W^{2/3}$, $A=\beta(3\pi/4)^{2/3}$ and $B=\tfrac32\,2^{1/3}k^{2/3}$, equality reads $Ay^2+By-k^2=0$, so
\begin{equation}
W_{\max}=\left[\frac{2k^2}{B+\sqrt{B^2+4Ak^2}}\right]^{3/2}.
\end{equation}

Setting $W=E_g$ in \eqref{eq:thr} gives the threshold $E_{\rm th}$. For $\beta=0$ it follows that $k^{4/3}=\tfrac32\,2^{1/3}E_g^{2/3}$, hence $E_{\rm th}=(3\sqrt3/4)E_g$, which is 6.50 eV for a 5 eV gap. For $\beta=1/3$ the threshold is 7.72 eV. It lies above the gap because the electron must supply momentum together with energy, and momentum raises the energy of the pole.

Let $\Delta$ be the excess of the left side of \eqref{eq:thr} over the right. The second derivative of $kq+W^2/q^2$ is $6W^2/q^4$, so near closure
\begin{equation}
q_{2,1}\simeq q_*\pm\frac{q_*^2}{W}\sqrt{\frac{\Delta}{3}} .
\end{equation}
The window closes as a square root, and $\Lambda\propto\sqrt{W_{\max}-W}$. If $L_0\propto W-E_g$ just above the gap, then
\begin{equation}
\frac1\lambda\propto\int_{E_g}^{W_{\max}}(W-E_g)\sqrt{W_{\max}-W}\,dW=\tfrac{4}{15}(W_{\max}-E_g)^{5/2}\propto(E-E_{\rm th})^{5/2}.
\end{equation}
The exponent computed from \eqref{eq:main} is 2.499. An onset $L_0\propto(W-E_g)^s$ would give $s+\tfrac32$ by the same scaling.

\section{The algorithm}

\begin{enumerate}
\item Prepare $L_0(W)$, zero below the gap, and check its sum rules.
\item For each $E$, compute $W_{\max}$. If $W_{\max}\le E_g$, the model has no loss.
\item Substitute $W=W_{\max}-(W_{\max}-E_g)t^2$ with $0\le t\le1$. The endpoint factor $\sqrt{W_{\max}-W}$ becomes proportional to $t$, which suits Gauss--Legendre quadrature.
\item At each $W$ find $q_1$ and $q_2$. With $z=1/q$, $p=(k^2-a)/W^2$ and $r=k/W^2$, the cubic is $z^3-pz+r=0$. Setting $z=2\sqrt{p/3}\cos\theta$ and using $4\cos^3\theta-3\cos\theta=\cos3\theta$ gives
\begin{equation}
\cos3\theta=-\frac r2\left(\frac3p\right)^{3/2}.
\end{equation}
With $3\theta_0$ between $\pi/2$ and $\pi$, $\theta_0$ gives $q_1$ and $\theta_0-2\pi/3$ gives $q_2$.
\item Evaluate $\Lambda$ and sum \eqref{eq:main}.
\end{enumerate}

At 0.05 eV above threshold, eight points in $t$ give a relative error below $10^{-12}$ for the resist below, against $6\times10^{-4}$ for eight points in $W$. This economy holds only near threshold. At high energy $W_{\max}$ lies far above the loss peak, few nodes fall on the peak, and eight points are useless; the mean free paths quoted below use 400 points. Splitting the range in $W$ around the peak and mapping only the last piece serves the same purpose.

\section{A model resist}

Take round parameters for an insulating resist:
\begin{equation}
L_0(W)=C\,\frac{\gamma W}{(W_0^2-W^2)^2+\gamma^2W^2}\left(1-\frac{E_g^2}{W^2}\right),\qquad W>E_g,
\end{equation}
with $E_g=5$ eV, $W_0=21$ eV and $\gamma=14$ eV. An electronic dielectric constant of 2.25 fixes $C=317.2\ \mathrm{eV}^2$ through $\int L_0\,dW/W=(\pi/2)(1-1/2.25)$. The $f$-sum then corresponds to a plasma energy of 17.3 eV.

At 50 eV, \eqref{eq:main} gives $1/\lambda=1.4641\ \mathrm{nm}^{-1}$, or $\lambda=0.683$ nm. A direct integral over $q$ and $\mu$ using \eqref{eq:elf} agrees to about one part in $10^6$. The mean free path is 4.07 nm at 20 eV, 0.66 nm at 80 eV and 3.48 nm at 1000 eV, with a minimum of 0.64 nm near 65 eV.

These values depend on the dispersion. Changing $\beta$ from 0 to $3/5$ moves $\lambda$ from 3.21 to 3.65 nm at 1000 eV, from 0.53 to 0.77 nm at 80 eV, and from 1.7 to 7.0 nm at 20 eV. At 20 eV the choice of dispersion thus changes the result by a factor of four over this range, and by a factor of 1.7 between the two values $1/3$ and $3/5$ taken from the electron gas, however well the integrals converge. At energies comparable to the losses the first Born order and the neglect of exchange are themselves weak approximations, so the values at 20 eV and near the minimum describe the model rather than a real resist.

\section{Three momentum rules near threshold}

All errors here are relative to \eqref{eq:main} with $\beta=1/3$. At $E_{\rm th}+0.05$ eV the widest momentum window, that of $W=E_g$, runs from 0.417 to $0.481\,\mathrm{bohr}^{-1}$. Larger $W$ raises both $a$ and $W^2/q^2$, so the other windows lie inside it.

The first rule is a fixed uniform grid. With step 0.1 its points 0.4 and 0.5 straddle the window, and the rate is zero instead of the value corresponding to $\lambda=9.3\times10^5$ nm. A step of 0.02 leaves an error of 2.5\%, and 0.005 brings it below 0.1\%; the exact error depends on where the grid points fall in the window. Agreement at 50 eV therefore says little about convergence at threshold.

The second rule fixes $\omega$ and places Gauss points in $\ln q$ between the kinematic limits $q_\pm=k\pm\sqrt{k^2-2\omega}$. Here $k=0.756$ and $q_-+q_+=2k=1.511$. Losses occur only for $\omega$ between $kq_1-q_1^2/2$ and $kq_2-q_2^2/2$, where $q_1$ and $q_2$ are the ends of the widest window. For such $\omega$, $q_-$ lies in that window, so $q_+$ is at least 1.03, while $L$ vanishes above 0.481. At a given $\omega$ the support is much narrower still: $L$ is nonzero only from $q_-$ up to the momentum at which $\omega_q(E_g)=\omega$, a strip less than $0.004\,\mathrm{bohr}^{-1}$ wide, and it has a kink at that edge. The first of eight Gauss points lies 0.007 to 0.008 above $q_-$, so eight points miss the loss entirely. With 32 points the error is 3\% and with 128 it is 0.3\%; while only a few points fall in the strip, the error varies irregularly with their number. At 50 eV eight points already reach 0.25\%.

The third rule fixes $W$ and places Gauss points in $\ln q$ between the roots of \eqref{eq:cubic}, where $1/\omega_q$ is smooth. Two points give an error of $2\times10^{-7}$ at $E_{\rm th}+0.05$ eV. At 50 eV the window is much wider, from 0.10 to $1.88\,\mathrm{bohr}^{-1}$, and two points give 0.7\%, eight give $1.5\times10^{-7}$. This rule remains useful if the dispersion is changed so that \eqref{eq:log} no longer applies, provided the limits are found for the new dispersion.

Convergence near threshold is a statement about the integral, not about the resist. The single pole leaves out the electron--hole continuum, which can absorb energy at momenta where the pole cannot, and phonon losses are absent as well. The path of $9.3\times10^5$ nm is thus not an estimate of how far such an electron travels. The threshold is also a property of the model: it moves from 6.5 to 8.7 eV as $\beta$ goes from 0 to $3/5$. The numerical output gives the complete set of values.

\section*{Table of computed values}
\begin{verbatim}
Hartree = 27.211386 eV, Bohr radius = 0.05291772 nm
Gap 5.0 eV, oscillator 21.0 eV, width 14.0 eV, static eps 2.25
Oscillator amplitude = 317.190 eV^2
Optical loss peak = 1.0397 at 19.994 eV
f-sum plasma energy = 17.333 eV
Lindhard static, small q: coefficient of vF^2 q^2 = 0.33340
Lindhard static, large q: coefficient of q^4 = 0.24950
Lindhard plasmon, small q: coefficient of vF^2 q^2 = 0.60107
L(q=0.5/bohr, 25 eV): closed 0.791280, broadened poles 0.790861
  optical energy W for that point = 22.9434 eV
First moment to W=300 eV: q=0 457.0948, q=1/bohr 457.0948 eV^2
E=80 eV, W=20 eV: k = 2.42485, vF = 1.08374 a.u.
  a = 0.39149 a.u., q1 = 0.34036, q2 = 2.21812 1/bohr
  logarithm = 2.573992
  Int dq/(q w_q): closed 1.751048, quadrature 1.751048 1/hartree
  largest reachable W at 80 eV = 44.576 eV
Threshold energy, beta=0.0000: 6.4952 eV
Threshold energy, beta=0.3333: 7.7187 eV
Threshold energy, beta=0.6000: 8.6583 eV
Threshold exponent = 2.4994
1/lambda at 50 eV: closed 1.464109, golden rule 1.464110 1/nm
Mean free path at 10 eV = 98.7242 nm
Mean free path at 20 eV = 4.0741 nm
Mean free path at 50 eV = 0.6830 nm
Mean free path at 80 eV = 0.6606 nm
Mean free path at 100 eV = 0.7128 nm
Mean free path at 200 eV = 1.0466 nm
Mean free path at 500 eV = 2.0177 nm
Mean free path at 1000 eV = 3.4805 nm
Shortest mean free path = 0.6414 nm at 64.5 eV
20 eV, beta=0, 1/3, 3/5: 1.7134, 4.0741, 7.0300 nm
80 eV, beta=0, 1/3, 3/5: 0.5333, 0.6606, 0.7725 nm
1000 eV, beta=0, 1/3, 3/5: 3.2121, 3.4805, 3.6540 nm
Bethe form at 10 keV: relative deviation 5.76e-04
Outer rule, 8 points, Eth+0.05 eV: mapped 4.4e-14, plain 6.4e-04
Relative errors: fixed q step 0.1, 0.02, 0.005 1/bohr;
  usual limits n=8, 32, 128; cubic roots n=2, 4, 8, 16
Eth+0.05 eV: E = 7.7687 eV, lambda = 9.2643e+05 nm, q window 0.4166 to 0.4806 1/bohr
  fixed: 1.0e+00, 2.5e-02, 2.1e-05
  usual: 1.0e+00, 3.0e-02, 2.7e-03
  roots: 1.9e-07, 6.7e-16, 1.1e-16, 1.1e-16
Eth+1 eV: E = 8.7187 eV, lambda = 623.65 nm, q window 0.3256 to 0.6102 1/bohr
  fixed: 1.2e-02, 2.4e-04, 2.2e-06
  usual: 5.3e-03, 2.9e-03, 3.4e-05
  roots: 6.4e-05, 5.8e-10, 6.7e-16, 3.3e-16
50 eV: E = 50.0000 eV, lambda = 0.68301 nm, q window 0.0993 to 1.8799 1/bohr
  fixed: 3.8e-04, 2.7e-06, 8.7e-08
  usual: 2.5e-03, 7.9e-04, 1.9e-05
  roots: 7.0e-03, 9.5e-05, 1.5e-07, 1.3e-12
\end{verbatim}
